# Why Trapped Copper Ions Speed Electron Injection in Low-k Dielectrics

One trapped copper ion for every 50 nm² of electrode area, with the ionic charge smeared evenly through the film, multiplies the WKB estimate of electron injection into the 20 nm dielectric film of the example below by about 58 at 400 K. The voltage stays at 4 V, so the average field stays at 0.200 V/nm. What changes is how the field is distributed: it rises at the cathode and falls at the anode.

## The model and the field at the cathode

The dielectric fills $0<x<L$ and has permittivity $\varepsilon$. The cathode is at $x=0$, where the electrostatic potential is $\phi=0$, and the anode is at $x=L$, where $\phi=V>0$. Here $V$ is the difference of electrostatic potential across the film, so it includes any contact potential. The copper is present as immobile Cu⁺ of charge $q=e$ and uniform density $N$, averaged over the electrode plane. No trapped electrons compensate it. The electric field points towards the cathode, and $F(x)=d\phi/dx$ is its magnitude as long as $F$ is positive.

Poisson's equation is

$$\frac{dF}{dx}=\frac{d^2\phi}{dx^2}=-\frac{qN}{\varepsilon}\equiv -g .$$

One integration gives $F(x)=F_c-gx$, where $F_c$ is the cathode field. The fixed voltage determines $F_c$:

$$V=\int_0^L (F_c-gx)\,dx=F_cL-\frac{gL^2}{2}.$$

Dividing by $L$ and solving for $F_c$, then setting $x=L$ for the anode field $F_a$, gives

$$F_c=\frac VL+\frac{qNL}{2\varepsilon},\qquad F_a=F_c-gL=\frac VL-\frac{qNL}{2\varepsilon}.$$

The example uses round model parameters: $L=20$ nm, $V=4$ V, relative permittivity 2.5 and $N=0.001$ nm⁻³, or $10^{18}$ cm⁻³. With $q/\varepsilon=7.238$ V nm, the gradient is $g=7.238\times0.001=0.00724$ V/nm². The rise is $gL/2=0.0724$ V/nm, or 0.72 MV/cm. The cathode field becomes 0.272 V/nm and the anode field 0.128 V/nm. A finite-difference solution of Poisson's equation gives the same two values.

## Why the fixed voltage matters

Positive charge in the film does not by itself add charge to the cathode. Suppose the film starts without ions, the supply is disconnected, and copper then enters from the anode. Each ion leaves an electron behind in the anode. With no leakage, the cathode charge cannot change. By Gauss's law its value per area is $-\varepsilon F_c$, so the cathode field stays at $V/L$. Inside the film the field is now $V/L-gx$, and the voltage has become

$$\int_0^L\left(\frac VL-gx\right)dx=V-\frac{gL^2}{2}.$$

In the example it drops by 1.45 V. Reconnecting the supply restores the missing voltage by adding a uniform field $gL/2$. To do so it moves a charge $-\varepsilon gL/2=-qNL/2$ per area onto the cathode. This is the origin of the extra cathode field. In a real stress test the supply stays connected and makes the correction continuously while the ions drift.

## Where the factor one half comes from

For a general profile $N(x)$, the field is

$$F(x)=F_c-\frac q\varepsilon\int_0^xN(s)\,ds .$$

Integrating over the film and exchanging the order of integration gives

$$V=F_cL-\frac q\varepsilon\int_0^L N(s)(L-s)\,ds,$$

because an ion at $s$ reduces the field at every $x$ between $s$ and $L$, a length $L-s$. The rise is therefore

$$\Delta F_c=\frac q\varepsilon\int_0^LN(s)\left(1-\frac sL\right)ds=\frac{qS}{\varepsilon}\left(1-\frac{\bar x}{L}\right),$$

where $S=\int_0^L N\,ds$ is the dose per area and $\bar x$ is the mean ion position. A uniform profile has $\bar x=L/2$, hence the factor one half. An ion close to the anode contributes almost nothing, and one close to the cathode contributes almost its full $q/\varepsilon$ per unit area.

The same weight holds for a single ion. Summing its images in the two plates and integrating the field over the cathode gives a share of 0.700 for an ion at 6 nm, which equals $1-6/20$.

## From field to barrier

Injection depends on the whole barrier, so a higher field at one plane does not yet prove that more electrons enter. Integrating $F_c-gx$ from the cathode gives

$$\phi(x)=\left(\frac VL+\frac{gL}{2}\right)x-\frac{gx^2}{2}=\frac{Vx}{L}+\frac{g\,x(L-x)}{2}.$$

The last term is positive everywhere inside the film. An electron has potential energy $-e\phi$, so the ions lower the barrier at every interior point. Once the image force is included, as in the next section, the maximum of the barrier lies inside the film, so it is lowered as well. For an energy below the top, the tunnelling exponent is an integral of $\sqrt{U-E}$ over the region where the barrier energy $U$ exceeds the electron energy $E$, and it falls too.

This does not depend on smearing the ions into a uniform density. The potential added by one positive point ion is zero on both plates, vanishes far away along the film, and is large and positive near the ion. Elsewhere it obeys Laplace's equation, so it has no minimum in the interior and must be positive throughout. The potentials of several ions add. The direction of the effect is therefore the same for any arrangement of positive ions at fixed voltage.

## Electrons that pass over the barrier

An electron at distance $x$ from the cathode is attracted by its image with the force $e^2/[4\pi\varepsilon(2x)^2]$. Integrating from $x$ to infinity gives the energy $-c/x$, with $c=e^2/(16\pi\varepsilon)=0.144$ eV nm here. The same permittivity is used for the ions and for the image force, and images in the far electrode are omitted. Measured from the cathode Fermi level, the barrier is

$$U(x)=\Phi-eF_cx+\frac{eg x^2}{2}-\frac cx ,$$

with bare height $\Phi=2$ eV. Without the $g$ term, the top lies where $-eF_c+c/x^2=0$, that is, at $x_m=\sqrt{c/(eF_c)}$. There $eF_cx_m$ and $c/x_m$ both equal $\sqrt{ceF_c}$. To first order in $g$, the new term is evaluated at the old top, because the slope there is zero and a small shift of position changes the height only at second order. Hence

$$W=\Phi-2\sqrt{ceF_c}+\frac{egx_m^2}{2}.$$

The last term has a simple meaning. Differentiating $-2\sqrt{ceF}$ gives $dW/dF=-\sqrt{ce/F}=-ex_m$. Raising $W$ by $egx_m^2/2$ is thus equivalent to reducing the field by $gx_m/2$. Over-barrier emission senses the field at depth $x_m/2$.

In the example $x_m=0.73$ nm. The formula gives $2-0.3961+0.0019=1.6058$ eV, in agreement with the numerical maximum. Without ions the top is at 1.6606 eV. At 400 K, where $kT=0.0345$ eV, the lowering of 0.0548 eV multiplies over-barrier emission by $e^{0.0548/0.0345}\approx4.9$. This is far less than 58, so most of the increase must come from tunnelling.

## Electrons that tunnel

At the Fermi level, with the image force left out, the WKB exponent is $G=2\kappa\int\sqrt U\,dx$, where $\kappa=\sqrt{2m}/\hbar$ and $m$ is the tunnelling mass, here half the electron mass. For a uniform field $F_c$, the barrier is a triangle of width $w=\Phi/(eF_c)$, and

$$G_0=2\kappa\sqrt\Phi\int_0^w\sqrt{1-\frac xw}\,dx=\frac43\,\kappa\sqrt\Phi\,w .$$

The ions add $\delta U=egx^2/2$ to this triangle. To first order $\sqrt{U+\delta U}\approx\sqrt U+\delta U/(2\sqrt U)$, so with $t=x/w$

$$\delta G=2\kappa\int_0^w\frac{egx^2/2}{2\sqrt\Phi\sqrt{1-x/w}}\,dx
=\frac{\kappa eg w^3}{2\sqrt\Phi}\int_0^1\frac{t^2\,dt}{\sqrt{1-t}} .$$

Putting $u=1-t$ turns the last integral into $\int_0^1(u^{-1/2}-2u^{1/2}+u^{3/2})\,du=2-\frac43+\frac25=\frac{16}{15}$. Dividing $\delta G=\frac{8}{15}\kappa egw^3/\sqrt\Phi$ by $G_0$ and using $\Phi=eF_cw$ gives

$$\frac{\delta G}{G_0}=\frac25\,\frac{egw^2}{\Phi}=\frac25\,\frac{gw}{F_c}.$$

Since $G_0$ is proportional to $1/F_c$, this is the change produced by reducing the field by $2gw/5$. To first order in $g$, Fermi-level tunnelling senses the field at depth $2w/5$.

Here $w=7.34$ nm, so that depth is 2.9 nm. The exponent without ions is 68.3. The cathode field alone would reduce it to $68.3\times0.200/0.272=50.2$. The first-order curvature correction raises this to 54.1, and numerical integration gives 54.9. The remaining difference is 1.5% of the exponent, but it is a factor of about 2.3 in transmission. The first-order formula explains the trend, while a current estimate needs the integral. The integrated exponent equals that of a uniform field $0.200\times68.3/54.9=0.249$ V/nm, which is the field at a depth of 3.3 nm rather than 2.9 nm. For ions a hundred times more dilute, the numerical shift and the formula agree within 0.3%.

The fall from 68.3 to 54.9 corresponds to a factor of about $7\times10^5$ at the Fermi level. The true gain should lie between this and the over-barrier factor of 4.9 if most electrons cross at intermediate energies.

## The total injection

To find where they cross, one adds the contributions of all energies. Let $E$ be the energy of motion normal to the electrode. Summing the Fermi occupation over the transverse energy $E_t$ gives the supply of electrons,

$$\int_0^\infty\frac{dE_t}{1+e^{(E+E_t)/kT}}=kT\ln\left(1+e^{-E/kT}\right),$$

and therefore

$$J\propto\int D(E)\ln\left(1+e^{-E/kT}\right)dE,\qquad D=\frac1{1+e^{G(E)}} .$$

Below the top, $G(E)$ is the WKB exponent of the barrier including the image force. Above the top, it is continued as for a parabola of the same curvature, $G=-2\pi(E-W)/(\hbar\omega)$ with $m\omega^2=-U''$ at the top. Constant prefactors cancel in the ratio of currents, and the energy dependence of the transmission prefactor is neglected. Return flow from the anode and the charge of the injected electrons are neglected. At high temperature and low field, this integral should approach over-barrier emission with its parabolic tunnelling correction. A test in that regime agrees within 1%.

The mean normal energy of the injected electrons is 1.36 eV without ions and 1.01 eV with them. These values are 0.30 and 0.60 eV below the respective barrier tops. The electrons are thermally excited and then tunnel, and the ions shift the crossing to lower energies, where more electrons are available. The resulting gain is 58. This number depends strongly on temperature and mass, because they set the energy at which electrons cross. The same integral gives about $4\times10^3$ at 300 K and 21 at 450 K, and at 400 K it gives about 400 for a tunnelling mass of 0.3 and 18 for 0.8. It barely changes for barrier heights between 1.5 and 4 eV. The neglected prefactor matters at the level of tens of per cent: solving the one-dimensional Schrödinger equation for the same barrier, with one mass throughout and the image potential cut off 5 to 8 eV below the Fermi level, gives about 80.

A uniform field equal to $F_c$ would give a gain of 150, which is too large by a factor of 2.6. The uniform field that reproduces the actual current is $F_{\rm eff}=0.260$ V/nm. Writing $F_{\rm eff}=F_c-gd$ defines an effective depth $d=1.7$ nm, between the over-barrier depth of 0.36 nm and the Fermi-level depth, which is 2.9 nm to first order and 3.3 nm from the integral. It follows that

$$F_{\rm eff}-\frac VL=g\left(\frac L2-d\right)=\frac{qNL}{2\varepsilon}\left(1-\frac{2d}{L}\right).$$

In this film at 400 K, 83% of the cathode rise is effective; at 300 K the electrons cross lower in the barrier and the share falls to 74%. For this uniform profile, the rise in cathode field thus accounts for most of the effect, but inserting the cathode field in a uniform-field emission law overstates the current.

## Position matters as much as dose

Take the same dose, 0.02 nm⁻², but let the density decay exponentially from one electrode with a length of 4 nm.

- **Piled at the anode:** the cathode field rises by 0.028 V/nm and injection by a factor of 5.6.
- **Piled at the cathode:** the cathode field rises by 0.117 V/nm and injection by a factor of 135.

Copper that has just entered the film from the anode therefore does much less than the same copper spread evenly through the film or over several nanometres next to the cathode. A very thin pile at the cathode is different: it raises the cathode field strongly, but beyond the pile it lowers the barrier by at most $qS\bar x/\varepsilon$, or about 0.145 eV for each nanometre of its mean depth. At 0.1 nm this is less than half of $kT$, but at 1 nm it is about $4kT$ and still matters.

The second case also shows the limit of the cathode field as a measure. The field at the cathode is 0.317 V/nm, yet injection is smaller than for a uniform 0.272 V/nm. The pile screens the field as one moves inwards. At 4 nm, the fraction $(1-e^{-1})/(1-e^{-5})=0.636$ of the dose has been passed, and the field has fallen to $0.317-0.636\times0.145=0.225$ V/nm. A tunnelling electron has to cross this weaker region too.

## Where the estimate stops

The anode field vanishes when $V/L=qNL/(2\varepsilon)$, that is, at

$$N^*=\frac{2\varepsilon V}{qL^2}=0.0028\ \text{nm}^{-3}$$

in the example. Above this density, the formula for $F_c$ still holds for fixed ions, but the potential has a maximum inside the film at $x=F_c/g$. Ions between that maximum and the anode are pushed back towards the anode. Below $N^*$, the mean field pushes every ion towards the cathode. In neither case is the uniform profile a steady state for ions that can move, so it describes ions held in traps.

The ions are also discrete. At $N=0.001$ nm⁻³ their typical spacing is $N^{-1/3}=10$ nm, which is larger than the barrier width. The emission must then vary from place to place along the cathode. The formula gives the lateral average of the field, and the factor 58 is a mean-field estimate. The sign of the effect is secure. Because injection rises roughly exponentially as the barrier falls, spots near an ion gain more than the others lose, so the average over the electrode can be much larger than 58. The size of this correction has not been calculated here.

Trapped electrons enter with the opposite sign: $N(s)$ is replaced by $N(s)-n(s)$, where $n$ is their density. Electrons caught close to the cathode have a weight near one, while uniform ions have an average weight of one half. An electron sheet of $NL/2=0.01$ nm⁻² next to the cathode would therefore return the cathode field to $V/L$. The field beyond the sheet would stay almost at its raised value, however, so a sheet close to the cathode raises the barrier by at most about 0.07 eV for each nanometre of its depth. At 0.1 nm this is small compared with $kT$, but at 1 nm it is about $2kT$ and already lowers injection markedly. Electrons trapped a few nanometres deep raise the barrier more, and they can slow or reverse an early growth of the current.

Finally, faster injection means a larger steady current only if injection is the bottleneck. If transport through the film limits the current, the additional electrons accumulate and their charge must be included in Poisson's equation.

## What to do about it

**Measure the weighted charge.** In a capacitor with a semiconductor at $x=0$ and the copper electrode at $x=L$, flat band means zero field at the semiconductor. Setting $F_c=0$ in the voltage equation for a general profile gives the shift caused by the ions:

$$\Delta V_{\rm fb}=-\frac q\varepsilon\int_0^LN(s)(L-s)\,ds=-L\,\Delta F_c .$$

The flat-band shift divided by $-L$ is thus the rise in field at that electrode when it serves as the cathode, whatever the ion profile. For the uniform example, the shift is −1.45 V. This reading requires that the ions stay in place during the measurement and that no other charge in the film or at its interfaces changes.

**Treat bias reversal with care.** Reversed bias drives mobile copper back towards its source, but that electrode is now the cathode. By the same derivation with the electrodes exchanged, the field there rises by $(qS/\varepsilon)(\bar x/L)$. Copper piled next to its source, which had only a small weight before, now has almost its full weight in the cathode field. Its effect on injection is weaker if the pile is much thinner than the barrier width, because the extra field is then confined to the pile. A recovery step should begin at reduced voltage.

**Derate by the right amount.** Lowering the voltage by $L\,\Delta F_c$ returns the cathode field to its ion-free value. For the uniform example this is 1.45 V out of 4 V. With the ionic charge smeared evenly, the field deeper in the film is then below its ion-free value, so the barrier is higher than before the copper arrived. This is not a safe bound for a real film: close to a discrete ion the barrier can still be lower than before, so local injection there can remain above its ion-free value, and because such spots can dominate the average, the total current may do so too.

**Keep the dose small and away from the cathode.** A sound diffusion barrier reduces $S$, and limited drift keeps $\bar x$ near the anode. For a given dose and relative profile, the rise does not depend on thickness, but it grows as $1/\varepsilon$. Going from a relative permittivity of 4 to 2.5 raises it by a factor of 1.6. A copper dose tolerated in a denser dielectric should therefore be reassessed for a low-k film.

The numerical output below lists the values for the example.

## Numbers as computed

```
thickness L: 20.0 nm
voltage V: 4.0 V
relative permittivity: 2.5
ion density N: 0.0010 nm^-3 = 1.00e+18 cm^-3
ion dose N L: 0.0200 nm^-2
bare barrier: 2.00 eV
tunnelling mass: 0.50 electron masses
temperature: 400 K; kT: 0.03447 eV
q/epsilon: 7.2381 V nm
image constant c: 0.14400 eV nm
field gradient g: 0.007238 V/nm^2
average field V/L: 0.2000 V/nm
cathode field rise: 0.07238 V/nm = 0.7238 MV/cm
cathode field, formula: 0.27238 V/nm = 2.7238 MV/cm
cathode field, Poisson solver: 0.27238 V/nm
anode field, Poisson solver: 0.12762 V/nm
open-circuit voltage drop: 1.4476 V
density for zero anode field: 0.002763 nm^-3
single-ion test depth: 6.00 nm
single-ion cathode flux share: 0.70000
barrier top without ions: 1.66059 eV
barrier top with ions, numerical: 1.60584 eV
barrier top with ions, formula: 1.60582 eV
curvature term in barrier top: 0.00191 eV
barrier-top position, formula: 0.7271 nm
barrier-top position, numerical: 0.7343 nm
over-barrier factor only: 4.896
triangular barrier width w: 7.343 nm
Fermi-level exponent without ions: 68.309
Fermi-level exponent with ions: 54.917
Fermi-level exponent, first order: 54.072
Fermi-level exponent, cathode field only: 50.157
weak-ion curvature shift, numerical/formula: 1.0029
low-field emission, integral/limit: 0.9914
mean injected energy without ions: 1.3608 eV
mean injected energy with ions: 1.0091 eV
injection ratio, uniform ions: 58.112
injection ratio, uniform field Fc: 149.700
effective uniform field: 0.26028 V/nm
effective depth d: 1.672 nm
depth limits x_m/2 and 2w/5: 0.364 and 2.937 nm
effective share of cathode rise: 0.8328
pile decay length: 4.0 nm
piled at anode, cathode field rise: 0.02797 V/nm
piled at anode, injection ratio: 5.605
piled at cathode, cathode field rise: 0.11679 V/nm
piled at cathode, injection ratio: 134.869
```
